# Breit–Rabi levels and field-insensitive nuclear-flip lines in ground-state hydrogen: a program that tests the result

```python
# Hydrogen 1s hyperfine-Zeeman problem. Energies/h in MHz, field B in tesla.
#   H = A I.S + B (ge Sz - gp Iz),  ge = |g_e| mu_B/h,  gp = g_p mu_N/h
#   h A = (2 mu0/3)|g_e| mu_B g_p mu_N |psi(0)|^2   (Fermi contact, reduced mass)
# Result under test (Breit-Rabi), with x = (ge+gp)B/A, r = (ge-gp)/(ge+gp):
#   E_d,b = A/4 +- (ge-gp)B/2 (mF=+1,-1),  E_c,a = -A/4 +- (A/2) sqrt(1+x^2) (mF=0)
# The nuclear-flip lines nu_dc = E_d-E_c and nu_ba = E_b-E_a = A - nu_dc are both
# stationary at B0 = A (ge-gp) / (2 (ge+gp) sqrt(ge gp)), only if ge > gp > 0.
# theta: mixing angle, c = cos|up,Down> + sin|down,Up>, tan(2 theta) = 1/x.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.optimize import brentq

pc = lambda name: sc.physical_constants[name][0]
def show(label, value, unit=""):
    print(f"{label} = {value} {unit}".rstrip())

# ---- 1s orbital: Schroedinger equation and norm, symbolically
rr, hb, mm, kk = sp.symbols("r hbar m k", positive=True)
aa = hb**2/(mm*kk)
psi = sp.exp(-rr/aa)/sp.sqrt(sp.pi*aa**3)
Hpsi = -hb**2/(2*mm)*sp.diff(rr*psi, rr, 2)/rr - kk/rr*psi
assert sp.simplify(Hpsi/psi + kk/(2*aa)) == 0
assert sp.simplify(sp.integrate(4*sp.pi*rr**2*psi**2, (rr, 0, sp.oo)) - 1) == 0

# ---- field at the centre of M = rho(r) z-hat: Biot-Savart, curl by finite differences
def central_field_over_mu0(rho):
    t, w = np.polynomial.legendre.leggauss(200)
    R, wR = 10*(t+1), 10*w
    c, wc = np.polynomial.legendre.leggauss(12)
    ph = 2*np.pi*(np.arange(8)+0.3)/8
    Rg, cg, pg = np.meshgrid(R, c, ph, indexing="ij")
    W = (wR*R**2)[:, None, None]*wc[None, :, None]*(2*np.pi/8)
    s = np.sqrt(1-cg**2)
    X, Y, Z = Rg*s*np.cos(pg), Rg*s*np.sin(pg), Rg*cg
    f = lambda x, y, z: rho(np.sqrt(x*x+y*y+z*z))
    h = 1e-4*Rg
    J = np.stack([(f(X, Y+h, Z)-f(X, Y-h, Z))/(2*h),
                  -(f(X+h, Y, Z)-f(X-h, Y, Z))/(2*h), 0*X], -1)
    dB = np.cross(J, -np.stack([X, Y, Z], -1))/Rg[..., None]**3
    return (dB*W[..., None]).sum((0, 1, 2))/(4*np.pi)
for rho in (lambda q: np.exp(-2*q)/np.pi, lambda q: (1+3*q*q)*np.exp(-q*q)):
    Bc = central_field_over_mu0(rho)
    assert abs(Bc[2]/rho(0.0) - 2/3) < 1e-6 and abs(Bc[0])+abs(Bc[1]) < 1e-8

# ---- constants
g_e, g_p = abs(pc("electron g factor")), pc("proton g factor")
muB, muN = pc("Bohr magneton"), pc("nuclear magneton")
ge, gp = g_e*muB/sc.h/1e6, g_p*muN/sc.h/1e6
m_red = sc.m_e*sc.m_p/(sc.m_e+sc.m_p)
a = 4*np.pi*sc.epsilon_0*sc.hbar**2/(m_red*sc.e**2)
assert abs(a/(pc("Bohr radius")*(1+sc.m_e/sc.m_p)) - 1) < 1e-8
dens0 = 1/(np.pi*a**3)
A = 2*sc.mu_0/3*g_e*muB*g_p*muN*dens0/sc.h/1e6
A_ryd = 4/3*sc.alpha**2*sc.c*sc.Rydberg*g_e*g_p*(sc.m_e/sc.m_p)*(m_red/sc.m_e)**3/1e6
assert abs(A/A_ryd - 1) < 1e-7

# ---- symbolic Hamiltonian from Pauli matrices
As, Ge, Gp, Bs, lam = sp.symbols("A ge gp B lam", positive=True)
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
Ss = [sp.kronecker_product(p/2, sp.eye(2)) for p in pauli]
Is = [sp.kronecker_product(sp.eye(2), p/2) for p in pauli]
IdotS = Ss[0]*Is[0] + Ss[1]*Is[1] + Ss[2]*Is[2]
Hs = As*IdotS + Bs*(Ge*Ss[2] - Gp*Is[2])
Fzs = Ss[2] + Is[2]
assert IdotS.eigenvals() == {sp.Rational(1, 4): 3, -sp.Rational(3, 4): 1}
assert (Hs*Fzs - Fzs*Hs).expand() == sp.zeros(4)
root = sp.sqrt(As**2 + (Ge+Gp)**2*Bs**2)/2
prod = ((lam-As/4-(Ge-Gp)*Bs/2)*(lam-As/4+(Ge-Gp)*Bs/2)
        * sp.expand((lam+As/4-root)*(lam+As/4+root)))
assert sp.expand((lam*sp.eye(4)-Hs).det(method="berkowitz") - prod) == 0

# ---- numerical Hamiltonian; basis: up Up, up Down, down Up, down Down
num = lambda M: np.array(M.tolist(), dtype=complex).real
IS, Sx, Sz, Ix, Iz = num(IdotS), num(Ss[0]), num(Ss[2]), num(Is[0]), num(Is[2])
mF = np.diag(Sz+Iz)
ham = lambda B, A_, e_, p_: A_*IS + B*(e_*Sz - p_*Iz)
def levels(B, A_=A, e_=ge, p_=gp):
    H, E, V = ham(B, A_, e_, p_), {}, {}
    for m, names in ((-1, "b"), (0, "ac"), (1, "d")):
        idx = np.where(np.isclose(mF, m))[0]
        w, v = np.linalg.eigh(H[np.ix_(idx, idx)])
        for k, n in enumerate(names):
            E[n] = w[k]; V[n] = np.zeros(4); V[n][idx] = v[:, k]
    return E, V
def nu(pair, B, *par):
    E = levels(B, *par)[0]
    return E[pair[0]] - E[pair[1]]
def slope(pair, B, *par):
    h = 1e-4*B
    return (nu(pair, B+h, *par) - nu(pair, B-h, *par))/(2*h)
def stationary(pair, grid, *par):
    s = [slope(pair, B, *par) for B in grid]
    return [brentq(lambda B: slope(pair, B, *par), grid[i], grid[i+1], xtol=1e-13)
            for i in range(len(grid)-1) if s[i]*s[i+1] < 0]
def breit_rabi(B):
    w = A/2*np.sqrt(1+((ge+gp)*B/A)**2)
    return {"a": -A/4-w, "b": A/4-(ge-gp)*B/2, "c": -A/4+w, "d": A/4+(ge-gp)*B/2}
magic = lambda A_, e_, p_: A_*(e_-p_)/(2*(e_+p_)*np.sqrt(e_*p_))

grid = np.logspace(-4, np.log10(50), 90)
for B in grid:
    full, br = np.linalg.eigvalsh(ham(B, A, ge, gp)), breit_rabi(B)
    E, V = levels(B)
    tol = 1e-12*(A+ge*B)
    assert np.max(np.abs(full - np.sort(list(br.values())))) < tol
    assert all(abs(E[n]-br[n]) < tol for n in "abcd")
    assert abs(nu("dc", B)+nu("ba", B)-A) < tol
    th = 0.5*np.arctan2(1, (ge+gp)*B/A)
    assert abs(abs(V["c"] @ [0, np.cos(th), np.sin(th), 0]) - 1) < 1e-12
    assert abs(abs(V["a"] @ [0, -np.sin(th), np.cos(th), 0]) - 1) < 1e-12

# ---- stationary points located from diagonalized levels
gsum = ge+gp
r = (ge-gp)/gsum
B0 = magic(A, ge, gp)
x0 = gsum*B0/A
root_dc, root_ba = stationary("dc", grid), stationary("ba", grid)
assert len(root_dc) == 1 and len(root_ba) == 1
assert abs(root_dc[0]-B0) < 1e-7 and abs(root_ba[0]-B0) < 1e-7
Bn = root_dc[0]
for pair in ("ca", "da", "cb", "db"):
    assert all(slope(pair, B) > 0 for B in grid)
for p_ in (0.0, -gp):
    assert all(slope("dc", B, A, ge, p_) > 0 for B in grid)
gm = np.logspace(-2, 2, 70)
assert stationary("dc", gm, 1.0, 1.0, 2.0) == []
for par in ((1.0, 3.0, 1.0), (2.0, 5.0, 0.2), (0.7, 1.3, 1.0)):
    rt = stationary("dc", gm, *par)
    assert len(rt) == 1 and abs(rt[0]/magic(*par)-1) < 1e-6

nu_dc = A/2*(1-2*np.sqrt(ge*gp)/gsum)
nu_ba = A/2*(1+2*np.sqrt(ge*gp)/gsum)
assert abs(nu("dc", Bn)-nu_dc) < 1e-8 and abs(nu("ba", Bn)-nu_ba) < 1e-8
assert all(nu("dc", B) <= nu_dc+1e-9 and nu("ba", B) >= nu_ba-1e-9 for B in grid)
curv = -gsum**2/(2*A)*(1-r*r)**1.5
h = 1e-3
assert abs((nu("dc", Bn+h)-2*nu("dc", Bn)+nu("dc", Bn-h))/h**2/curv - 1) < 1e-4
shift = [(nu("dc", B0+s*h)-nu("dc", B0))*1e6 for s in (1, -1)]
quad = curv*h*h/2*1e6
assert all(abs(s/quad-1) < 5e-3 for s in shift)   # cubic term is of order h/B0

# ---- moments, mixing, character and drive strength at the numerically found field
E, V = levels(Bn)
Zop = ge*Sz - gp*Iz
mom = {n: V[n] @ Zop @ V[n] for n in "abcd"}
for n in "abcd":
    fd = (levels(Bn+1e-4)[0][n]-levels(Bn-1e-4)[0][n])/2e-4
    assert abs(fd-mom[n]) < 1e-4
assert abs(mom["d"]-mom["c"]) < 1e-4 and abs(mom["b"]-mom["a"]) < 1e-4
sin2 = gp/gsum
assert abs(V["c"][2]**2/sin2-1) < 1e-6
ex = lambda op, n: V[n] @ op @ V[n]
dI, dS = ex(Iz, "d")-ex(Iz, "c"), ex(Sz, "d")-ex(Sz, "c")
assert dI > 0.99 and abs(dS) < 0.01
sn, cs = np.sqrt(sin2), np.sqrt(1-sin2)
drive = ge*Sx - gp*Ix
M_dc, M_ba = abs(ge*sn-gp*cs)/2, (ge*sn+gp*cs)/2
assert abs(abs(V["d"] @ drive @ V["c"])/M_dc-1) < 1e-6
assert abs(abs(V["b"] @ drive @ V["a"])/M_ba-1) < 1e-6
ratio = abs(ge*(V["d"] @ Sx @ V["c"])/(gp*(V["d"] @ Ix @ V["c"])))
assert abs(ratio/np.sqrt(ge/gp)-1) < 1e-6

# ---- high-field expansion, estimate, crossing, sensitivities
for B in (0.5, 1.0, 2.0):
    x = gsum*B/A
    resid = nu("dc", B) - (A/2 - gp*B - A*A/(4*gsum*B))
    assert abs(resid/(A/(16*x**3)) - 1) < 1/x**2
B_est = A/(2*np.sqrt(gp*gsum))
assert abs(B_est/Bn-1) < 1/x0**2
B_cross = 2*r/(1-r*r)*A/gsum
assert abs(brentq(lambda B: nu("dc", B), 2, 40, xtol=1e-12)/B_cross-1) < 1e-9
sens = [1.0, ge/(ge-gp)-0.5-ge/gsum, -gp/(ge-gp)-0.5-gp/gsum]
for k in range(3):
    pts = []
    for s in (1, -1):
        par = [A, ge, gp]; par[k] *= np.exp(s*1e-3)
        pts.append(stationary("dc", [0.5, 0.8], *par)[0])
    assert abs(np.log(pts[0]/pts[1])/2e-3 - sens[k]) < 1e-4
B_au = sc.hbar/(sc.e*pc("Bohr radius")**2)

show("|g_e|", f"{g_e:.8f}"); show("g_p", f"{g_p:.8f}")
show("mu_B/h", f"{muB/sc.h/1e6:.4f}", "MHz/T")
show("mu_N/h", f"{muN/sc.h/1e6:.6f}", "MHz/T")
show("gamma_e", f"{ge:.3f}", "MHz/T"); show("gamma_p", f"{gp:.5f}", "MHz/T")
show("gamma_e+gamma_p", f"{gsum:.3f}", "MHz/T")
show("gamma_e-gamma_p", f"{ge-gp:.3f}", "MHz/T")
show("sqrt(gamma_e gamma_p)", f"{np.sqrt(ge*gp):.3f}", "MHz/T")
show("gamma_e/gamma_p", f"{ge/gp:.3f}")
show("m_e/m_p", f"{sc.m_e/sc.m_p:.6e}")
show("a (reduced mass)", f"{a*1e12:.4f}", "pm")
show("|psi(0)|^2", f"{dens0:.5e}", "m^-3")
show("A (Fermi contact)", f"{A:.3f}", "MHz")
show("A/2", f"{A/2:.3f}", "MHz")
show("field where x=1", f"{A/gsum:.6f}", "T")
show("r", f"{r:.7f}"); show("sqrt(1-r^2)", f"{np.sqrt(1-r*r):.6f}")
show("x0", f"{x0:.4f}")
show("B0 formula", f"{B0:.6f}", "T"); show("B0 formula", f"{B0*10:.4f}", "kG")
show("B0 numerical d-c", f"{root_dc[0]:.6f}", "T")
show("B0 numerical b-a", f"{root_ba[0]:.6f}", "T")
for n in "abcd":
    show(f"E_{n}(B0)", f"{breit_rabi(B0)[n]:.3f}", "MHz")
show("nu_dc max", f"{nu_dc:.3f}", "MHz"); show("nu_ba min", f"{nu_ba:.3f}", "MHz")
show("sin^2 theta", f"{sin2:.6e}"); show("sin theta", f"{sn:.5f}")
show("change of <Iz>, c to d", f"{dI:.5f}"); show("change of <Sz>, c to d", f"{dS:.5f}")
show("dE_d/dB at B0", f"{mom['d']:.3f}", "MHz/T")
show("dE_c/dB at B0", f"{mom['c']:.3f}", "MHz/T")
show("nu_dc curvature", f"{curv:.2f}", "MHz/T^2")
show("quadratic shift for 1 mT", f"{quad:.2f}", "Hz")
show("exact shift +1 mT", f"{shift[0]:.2f}", "Hz")
show("exact shift -1 mT", f"{shift[1]:.2f}", "Hz")
show("bare proton shift 1 mT", f"{gp*h*1e6:.0f}", "Hz")
show("suppression at 1 mT", f"{gp*h*1e6/abs(quad):.0f}")
show("gamma_p B0", f"{gp*B0:.3f}", "MHz")
show("A^2/(4 gamma_+ B0)", f"{A*A/(4*gsum*B0):.3f}", "MHz")
show("A/(16 x0^3)", f"{A/(16*x0**3):.4f}", "MHz")
show("B0 high-field estimate", f"{B_est:.5f}", "T")
show("|<d|V|c>|", f"{M_dc:.2f}", "MHz/T"); show("|<b|V|a>|", f"{M_ba:.2f}", "MHz/T")
show("bare proton element gamma_p/2", f"{gp/2:.2f}", "MHz/T")
show("electron/proton part of drive", f"{ratio:.3f}")
show("c-d crossing field", f"{B_cross:.3f}", "T")
show("dlnB0/dln(A,ge,gp)", " ".join(f"{s:.4f}" for s in sens))
show("B0 change, 1e-4 on all inputs", f"{B0*1e-4*sum(map(abs, sens)):.1e}", "T")
show("alpha^2", f"{sc.alpha**2:.2e}")
show("r_p/a", f"{pc('proton rms charge radius')/a:.1e}")
show("B_au", f"{B_au:.4e}", "T"); show("(B0/B_au)^2", f"{(B0/B_au)**2:.1e}")
print("all tests passed")
```

Printed output:

```
|g_e| = 2.00231930
g_p = 5.58569469
mu_B/h = 13996.2449 MHz/T
mu_N/h = 7.622593 MHz/T
gamma_e = 28024.951 MHz/T
gamma_p = 42.57748 MHz/T
gamma_e+gamma_p = 28067.529 MHz/T
gamma_e-gamma_p = 27982.374 MHz/T
sqrt(gamma_e gamma_p) = 1092.351 MHz/T
gamma_e/gamma_p = 658.211
m_e/m_p = 5.446170e-04
a (reduced mass) = 52.9465 pm
|psi(0)|^2 = 2.14456e+30 m^-3
A (Fermi contact) = 1420.485 MHz
A/2 = 710.243 MHz
field where x=1 = 0.050610 T
r = 0.9969661
sqrt(1-r^2) = 0.077837
x0 = 12.8083
B0 formula = 0.648223 T
B0 formula = 6.4822 kG
B0 numerical d-c = 0.648223 T
B0 numerical b-a = 0.648223 T
E_a(B0) = -9479.821 MHz
E_b(B0) = -8714.295 MHz
E_c(B0) = 8769.578 MHz
E_d(B0) = 9424.537 MHz
nu_dc max = 654.959 MHz
nu_ba min = 765.526 MHz
sin^2 theta = 1.516966e-03
sin theta = 0.03895
change of <Iz>, c to d = 0.99848
change of <Sz>, c to d = 0.00152
dE_d/dB at B0 = 13991.187 MHz/T
dE_c/dB at B0 = 13991.187 MHz/T
nu_dc curvature = -130.77 MHz/T^2
quadratic shift for 1 mT = -65.38 Hz
exact shift +1 mT = -65.28 Hz
exact shift -1 mT = -65.49 Hz
bare proton shift 1 mT = 42577 Hz
suppression at 1 mT = 651
gamma_p B0 = 27.600 MHz
A^2/(4 gamma_+ B0) = 27.726 MHz
A/(16 x0^3) = 0.0423 MHz
B0 high-field estimate = 0.64970 T
|<d|V|c>| = 524.49 MHz/T
|<b|V|a>| = 567.03 MHz/T
bare proton element gamma_p/2 = 21.29 MHz/T
electron/proton part of drive = 25.656
c-d crossing field = 16.656 T
dlnB0/dln(A,ge,gp) = 1.0000 -0.4970 -0.5030
B0 change, 1e-4 on all inputs = 1.3e-04 T
alpha^2 = 5.33e-05
r_p/a = 1.6e-05
B_au = 2.3505e+05 T
(B0/B_au)^2 = 7.6e-12
all tests passed
```
